# Elastic energy of a misfitting spherical precipitate in an infinite matrix: verification in Python

```python
"""
Elastic energy of a misfitting sphere in an infinite isotropic matrix:
    E = 18 mu K V e^2 / (3 K + 4 mu)
K  : bulk modulus of the particle      mu : shear modulus of the matrix
V  : volume of the hole                e  : linear misfit (particle larger if e > 0)
p  : pressure in the particle          f  : volume fraction of the particle
Moduli are in GPa and lengths in nm, so energies are in GPa nm^3 = 1e-18 J.
The tests use a hole of unit radius.
"""
import numpy as np
import sympy as sp
from scipy.linalg import solveh_banded
from scipy.constants import e as charge, k as boltzmann


def sphere_energy(K, mu, V, e):
    return 18 * mu * K * V * e**2 / (3 * K + 4 * mu)


def sphere_pressure(K, mu, e):
    return 12 * mu * K * e / (3 * K + 4 * mu)


def finite_matrix_energy(K, mu, K_matrix, V, e, f):
    wall_compliance = (1 / (4 * mu) + f / (3 * K_matrix)) / (1 - f)
    return 1.5 * e * V * e / (1 / (3 * K) + wall_compliance)


def radial_minimum(K, G, K_matrix, mu, e, outer, n_in=100, n_out=3000):
    """Minimize the elastic energy over piecewise linear radial displacements."""
    nodes = np.concatenate([np.linspace(0, 1, n_in + 1),
                            np.geomspace(1, outer, n_out + 1)[1:]])
    left, right = nodes[:-1], nodes[1:]
    h = right - left
    inside = np.arange(len(h)) < n_in
    bulk = np.where(inside, K, K_matrix)
    shear = np.where(inside, G, mu)
    free_dilatation = np.where(inside, 3 * e, 0.0)
    diagonal, load = np.zeros(len(nodes)), np.zeros(len(nodes))
    coupling = np.zeros(len(h))
    points = []
    for g in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        r = (left + right) / 2 + g * h / 2
        n1, n2 = (right - r) / h, (r - left) / h
        w = 4 * np.pi * r**2 * h / 2
        t1, t2 = -1 / h + 2 * n1 / r, 1 / h + 2 * n2 / r
        s1, s2 = -1 / h - n1 / r, 1 / h - n2 / r
        diagonal[:-1] += w * (bulk * t1 * t1 + 4 / 3 * shear * s1 * s1)
        diagonal[1:] += w * (bulk * t2 * t2 + 4 / 3 * shear * s2 * s2)
        coupling += w * (bulk * t1 * t2 + 4 / 3 * shear * s1 * s2)
        load[:-1] += w * bulk * free_dilatation * t1
        load[1:] += w * bulk * free_dilatation * t2
        points.append((w, t1, t2, s1, s2))
    band = np.zeros((2, len(nodes) - 1))
    band[0, 1:] = coupling[1:]
    band[1] = diagonal[1:]
    u = np.concatenate([[0.0], solveh_banded(band, load[1:])])
    density = np.zeros(len(h))
    for w, t1, t2, s1, s2 in points:
        dilatation = t1 * u[:-1] + t2 * u[1:] - free_dilatation
        difference = s1 * u[:-1] + s2 * u[1:]
        density += w * (bulk * dilatation**2 / 2 + 2 / 3 * shear * difference**2)
    j = n_in                                   # first element of the matrix
    r_mid = (nodes[j] + nodes[j + 1]) / 2
    radial = (u[j + 1] - u[j]) / h[j]
    hoop = (u[j + 1] + u[j]) / 2 / r_mid
    hoop_stress = (K_matrix - 2 * mu / 3) * (radial + 2 * hoop) + 2 * mu * hoop
    return dict(energy=density.sum(), particle=density[inside].sum(),
                pressure=3 * K * (e - u[n_in]), r_mid=r_mid, hoop=hoop_stress)


# --- matrix field x/r^3: no dilatation, and in equilibrium for any moduli
xyz = sp.symbols("x y z", positive=True)
radius_symbol = sp.sqrt(sum(c**2 for c in xyz))
field = [c / radius_symbol**3 for c in xyz]
assert sp.simplify(sum(sp.diff(v, c) for v, c in zip(field, xyz))) == 0
for v in field:
    assert sp.simplify(sum(sp.diff(v, c, 2) for c in xyz)) == 0

# --- infinite matrix: outer radius 100 leaves a correction of order 1e-6
unit_V = 4 * np.pi / 3
worst_energy = 0.0
for K, G, K_matrix, mu, e in [(37, 31, 98, 67, 0.01), (37, 1, 98, 67, 0.01),
                              (37, 31, 250, 67, 0.01), (160, 60, 98, 67, -0.004),
                              (20, 10, 50, 150, 0.02)]:
    result = radial_minimum(K, G, K_matrix, mu, e, 100.0)
    p = sphere_pressure(K, mu, e)
    error = abs(result["energy"] / sphere_energy(K, mu, unit_V, e) - 1)
    worst_energy = max(worst_energy, error)
    assert error < 2e-5
    assert abs(result["pressure"] / p - 1) < 2e-5
    share = result["particle"] / result["energy"]
    assert abs(share - 4 * mu / (3 * K + 4 * mu)) < 2e-5
    assert abs(result["hoop"] / (p / 2 / result["r_mid"]**3) - 1) < 1e-3

# --- energy released per unit of misfit volume equals the pressure
step = 1e-4
up = radial_minimum(37, 31, 98, 67, 0.01 + step, 100.0)["energy"]
down = radial_minimum(37, 31, 98, 67, 0.01 - step, 100.0)["energy"]
slope = (up - down) / (2 * step * 3 * unit_V)
assert abs(slope / sphere_pressure(37, 67, 0.01) - 1) < 2e-5

# --- finite matrix with a free outer surface
for outer in (1.5, 2.0, 4.0):
    numeric = radial_minimum(37, 31, 98, 67, 0.01, outer)["energy"]
    closed = finite_matrix_energy(37, 67, 98, unit_V, 0.01, outer**-3)
    assert abs(numeric / closed - 1) < 2e-5

# --- cubic matrix: variational calculation in three dimensions
cosines, cosine_weights = np.polynomial.legendre.leggauss(24)
angles = 2 * np.pi * np.arange(48) / 48
ct, phi = [g.ravel() for g in np.meshgrid(cosines, angles, indexing="ij")]
weights = np.repeat(cosine_weights, 48) * 2 * np.pi / 48
st = np.sqrt(1 - ct**2)
n = np.stack([st * np.cos(phi), st * np.sin(phi), ct], axis=1)
eye = np.eye(3)


def strain_on_sphere(q, s):
    """Strain at r = 1 of the displacement u_i = (x_i/r)^q r^s."""
    gradient = ((s - q) * (n**q)[:, :, None] * n[:, None, :]
                + q * (n**(q - 1))[:, :, None] * eye)
    return (gradient + gradient.transpose(0, 2, 1)) / 2


def cubic_stress(strain, c11, c12, c44):
    trace = np.trace(strain, axis1=1, axis2=2)[:, None, None]
    return c12 * trace * eye + 2 * c44 * strain + (c11 - c12 - 2 * c44) * strain * eye


def variational_energy(basis, K, G, cubic, e):
    """Basis entries (q, m, k): angular power q, r^m inside, r^-k outside."""
    particle = (K + 4 * G / 3, K - 2 * G / 3, G)
    inner = [strain_on_sphere(q, m) for q, m, k in basis]
    outer = [strain_on_sphere(q, -k) for q, m, k in basis]
    size = len(basis)
    stiffness, load = np.zeros((size, size)), np.zeros(size)
    for a, (_, m, k) in enumerate(basis):
        stress_in = cubic_stress(inner[a], *particle)
        stress_out = cubic_stress(outer[a], *cubic)
        load[a] = 3 * K * e * (weights @ np.trace(inner[a], axis1=1, axis2=2)) / (m + 2)
        for b, (_, m2, k2) in enumerate(basis):
            stiffness[a, b] = (
                weights @ (stress_in * inner[b]).sum(axis=(1, 2)) / (m + m2 + 1)
                + weights @ (stress_out * outer[b]).sum(axis=(1, 2)) / (k + k2 - 1))
    return 4.5 * K * e**2 * unit_V - load @ np.linalg.solve(stiffness, load) / 2


def shear_bounds(c11, c12, c44):
    d = c11 - c12
    return 5 * d * c44 / (4 * c44 + 3 * d), (d + 3 * c44) / 5


rich_basis = [(q, 1, k) for q in (1, 3, 5) for k in (2, 4, 6)] + [(3, 3, 2), (5, 3, 2)]
silicon = (166.0, 64.0, 80.0)                  # rough cubic constants, GPa
for cubic in (silicon, (166.0, 64.0, 160.0)):
    reuss, voigt = shear_bounds(*cubic)
    deviator = eye - 3 * n[:, :, None] * n[:, None, :]
    response = (deviator * eye / (cubic[0] - cubic[1])
                + deviator * (1 - eye) / (2 * cubic[2]))
    mean_work = weights @ (deviator * response).sum(axis=(1, 2)) / (4 * np.pi)
    assert abs(mean_work / (6 / (2 * reuss)) - 1) < 1e-10
    single = variational_energy([(1, 1, 2)], 37, 31, cubic, 0.01)
    assert abs(single / sphere_energy(37, voigt, unit_V, 0.01) - 1) < 1e-9
    rich = variational_energy(rich_basis, 37, 31, cubic, 0.01)
    assert sphere_energy(37, reuss, unit_V, 0.01) < rich < single

# --- worked example: silica precipitate in silicon, rough typical values
K, G, mu, K_matrix = 37.0, 31.0, 67.0, 98.0    # GPa
a, e, T = 10.0, 0.01, 1273.0                   # nm, 1, K
atom_volume, burgers = 0.020, 0.38             # nm^3, nm
interface = 0.5                                # J/m^2 and N/m, = GPa nm
oxide_ratio = 2.2                              # oxide volume / silicon volume consumed
to_eV = 1e-18 / charge
V = 4 * np.pi * a**3 / 3
E = sphere_energy(K, mu, V, e)
p = sphere_pressure(K, mu, e)
wall_strain = p / (4 * mu)
work_per_atom = p * atom_volume * to_eV
supersaturation = np.exp(work_per_atom * charge / (boltzmann * T))
full_misfit = oxide_ratio**(1 / 3) - 1

expansion_gap, cooling = 3.5e-6, T - 300.0     # 1/K, K
cold_misfit = e + expansion_gap * cooling
soft_matrix = sphere_energy(K, 0.9 * mu, V, e) / E - 1
stiff_oxide = sphere_energy(1.1 * K, mu, V, e) / E - 1
K_slope = -5.0                                 # dK/dp of silica glass, rough
pressure_softening = sphere_energy(K + K_slope * p, mu, V, e) / E - 1
density = 1e10                                 # precipitates per cm^3
fraction = density * 1e-21 * V
finite_change = finite_matrix_energy(K, mu, K_matrix, V, e, fraction) / E - 1
reuss, voigt = shear_bounds(*silicon)
E_low, E_high = sphere_energy(K, reuss, V, e), sphere_energy(K, voigt, V, e)
E_cubic = variational_energy(rich_basis, K, G, silicon, e) * a**3
loop_radius = np.linspace(1.0, a, 901)
relieved = np.pi * loop_radius**2 * burgers / (3 * e * V)
gain = E * (1 - (1 - relieved)**2)
cost = np.pi * loop_radius * mu * burgers**2
best = np.argmax(gain / cost)

print(f"largest relative error of energy formula in tests: {worst_energy:.1e}")
print("INPUTS (rough typical values)")
print(f"particle bulk modulus K: {K:.0f} GPa")
print(f"particle shear modulus (drops out): {G:.0f} GPa")
print(f"matrix shear modulus mu: {mu:.0f} GPa")
print(f"matrix bulk modulus (drops out): {K_matrix:.0f} GPa")
print(f"hole radius: {a:.0f} nm; residual linear misfit e: {e:.3f}")
print(f"anneal temperature: {T:.0f} K")
print(f"volume per silicon atom: {atom_volume:.3f} nm^3")
print(f"oxide volume / silicon volume consumed: {oxide_ratio:.1f}")
print("RESULTS")
print(f"hole volume V: {V:.1f} nm^3")
print(f"misfit volume 3eV: {3 * e * V:.1f} nm^3")
print(f"pressure in particle p: {p:.3f} GPa")
print(f"strain of hole wall: {wall_strain:.5f}")
print(f"hoop stress in matrix at wall: {p / 2:.3f} GPa")
print(f"largest shear stress in matrix at wall: {3 * p / 4:.3f} GPa")
print(f"elastic energy E: {E * to_eV:.1f} eV = {E * 1e-18:.3e} J")
print(f"energy in particle: {p**2 * V / (2 * K) * to_eV:.1f} eV")
print(f"energy in matrix: {3 * p**2 * V / (8 * mu) * to_eV:.1f} eV")
print(f"particle share of energy: {4 * mu / (3 * K + 4 * mu):.3f}")
print(f"rigid-particle limit: {6 * mu * V * e**2 * to_eV:.1f} eV")
print(f"rigid-matrix limit: {4.5 * K * V * e**2 * to_eV:.1f} eV")
print(f"elastic work per emitted interstitial: {work_per_atom:.4f} eV")
print(f"thermal energy kT: {boltzmann * T / charge:.4f} eV")
print(f"supersaturation that stops emission: {supersaturation:.2f}")
print(f"interstitials to relieve residual misfit: {3 * e * V / atom_volume:.0f}")
print(f"unrelieved linear misfit of oxide: {full_misfit:.3f}")
print("NEGLECTED EFFECTS")
print(f"expansion difference: {expansion_gap:.1e} 1/K; cooling: {cooling:.0f} K")
print(f"misfit after cooling to 300 K: {cold_misfit:.4f}")
print(f"energy ratio after cooling: {(cold_misfit / e)**2:.2f}")
print(f"energy change, mu lower by 10%: {100 * soft_matrix:.1f} %")
print(f"energy change, K higher by 10%: {100 * stiff_oxide:.1f} %")
print(f"assumed dK/dp of silica: {K_slope:.0f}")
print(f"energy change, K taken at pressure p: {100 * pressure_softening:.1f} %")
print(f"second-order volume ambiguity 3e: {300 * e:.1f} %")
print(f"interface energy and stress assumed: {interface:.1f} J/m^2, N/m")
print(f"interface pressure 2s/a: {2 * interface / a:.3f} GPa")
print(f"interface pressure / p: {2 * interface / a / p:.3f}")
print(f"interface energy: {4 * np.pi * a**2 * interface * to_eV:.0f} eV")
print(f"silicon C11, C12, C44: {silicon[0]:.0f}, {silicon[1]:.0f}, {silicon[2]:.0f} GPa")
print(f"Reuss and Voigt shear moduli: {reuss:.2f}, {voigt:.2f} GPa")
print(f"cubic energy bounds: {E_low * to_eV:.2f} to {E_high * to_eV:.2f} eV")
print(f"cubic variational energy: {E_cubic * to_eV:.2f} eV")
print(f"precipitate density: {density:.0e} cm^-3; fraction: {fraction:.1e}")
print(f"relative energy change, finite matrix: {finite_change:.1e}")
print(f"Burgers vector: {burgers:.2f} nm; best loop radius: {loop_radius[best]:.2f} nm")
print(f"loop energy cost: {cost[best] * to_eV:.0f} eV")
print(f"elastic energy relieved by loop: {gain[best] * to_eV:.0f} eV")
print("every check passed")
```

It prints:

```
largest relative error of energy formula in tests: 4.8e-07
INPUTS (rough typical values)
particle bulk modulus K: 37 GPa
particle shear modulus (drops out): 31 GPa
matrix shear modulus mu: 67 GPa
matrix bulk modulus (drops out): 98 GPa
hole radius: 10 nm; residual linear misfit e: 0.010
anneal temperature: 1273 K
volume per silicon atom: 0.020 nm^3
oxide volume / silicon volume consumed: 2.2
RESULTS
hole volume V: 4188.8 nm^3
misfit volume 3eV: 125.7 nm^3
pressure in particle p: 0.785 GPa
strain of hole wall: 0.00293
hoop stress in matrix at wall: 0.392 GPa
largest shear stress in matrix at wall: 0.589 GPa
elastic energy E: 307.8 eV = 4.932e-17 J
energy in particle: 217.7 eV
energy in matrix: 90.2 eV
particle share of energy: 0.707
rigid-particle limit: 1051.0 eV
rigid-matrix limit: 435.3 eV
elastic work per emitted interstitial: 0.0980 eV
thermal energy kT: 0.1097 eV
supersaturation that stops emission: 2.44
interstitials to relieve residual misfit: 6283
unrelieved linear misfit of oxide: 0.301
NEGLECTED EFFECTS
expansion difference: 3.5e-06 1/K; cooling: 973 K
misfit after cooling to 300 K: 0.0134
energy ratio after cooling: 1.80
energy change, mu lower by 10%: -3.2 %
energy change, K higher by 10%: 6.9 %
assumed dK/dp of silica: -5
energy change, K taken at pressure p: -7.7 %
second-order volume ambiguity 3e: 3.0 %
interface energy and stress assumed: 0.5 J/m^2, N/m
interface pressure 2s/a: 0.100 GPa
interface pressure / p: 0.127
interface energy: 3922 eV
silicon C11, C12, C44: 166, 64, 80 GPa
Reuss and Voigt shear moduli: 65.18, 68.40 GPa
cubic energy bounds: 305.31 to 309.67 eV
cubic variational energy: 307.26 eV
precipitate density: 1e+10 cm^-3; fraction: 4.2e-08
relative energy change, finite matrix: -2.3e-08
Burgers vector: 0.38 nm; best loop radius: 8.38 nm
loop energy cost: 1590 eV
elastic energy relieved by loop: 274 eV
every check passed
```
